**Pseudo-temperature and energy balance in a spectral phonon model**

The program examines relaxation of phonon mode energies $u$ with lifetimes $\tau$ and heat capacities $C$ towards one common temperature. The pseudo-temperature matches $\sum u/\tau$ to its equilibrium value, while the energy temperature matches $\sum u$. The program asserts that the first-order covariance formula for their difference agrees with nonlinear roots up to a second-order error. By time integration it asserts that the pseudo-temperature target conserves energy, and that the energy-temperature target leaks energy at the predicted rate and ends at the predicted wrong temperature. For a steady heating grating, it imposes energy balance on a direction-resolved solution and asserts that the target found is the $C/\tau$ average; it also asserts the closed formulas and their long-period limits. In the uniform example the output shows initial temperatures of 374.8 K (pseudo) and 356.8 K (energy), and a faulty final temperature of 330.2 K. In the grating, the faulty target raises the apparent long-period conductivity from 49.6 to 105.9 W/(m K).

## Numerical check

```python
"""
Result under test: a spectral phonon relaxation-time equation with one common
target temperature conserves energy only if that target is the pseudo-temperature
T_pseudo, defined by sum(u_eq(T_pseudo)/tau) = sum(u/tau).
The energy temperature T_energy obeys sum(u_eq(T_energy)) = sum(u).
To first order, T_pseudo is an average of mode temperatures weighted by C/tau.

Symbols: omega = angular frequency (rad/ps), tau = lifetime (ps),
u = mode energy density (MJ/m^3), C = mode heat capacity (MJ/(m^3 K)),
speed in nm/ps, q = grating wave number (1/nm), heating in MJ/(m^3 ps).
In these units a conductivity has the numerical value of W/(m K).
"Faulty closure" means relaxation towards T_energy.
"""
import numpy as np
from scipy.constants import hbar, k as k_B
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

speed = 6.0
omega_max = 60.0
omega_split = 45.0
rate_floor = 0.01
rate_slope = 1.0e-4
T_cold, T_hot = 300.0, 400.0


def scattering_rate(w):
    return rate_floor + rate_slope * w**2


def state_density(w):
    return 3.0 * w**2 / (2.0 * np.pi**2 * speed**3)


def mode_capacity(w, T):
    x = hbar * w * 1e12 / (k_B * T)
    return (state_density(w) * 1e21 * k_B * x**2
            * np.exp(x) / np.expm1(x)**2)


def panel(a, b, n):
    x, weight = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * weight


w_low, weight_low = panel(0.0, omega_split, 16)
w_high, weight_high = panel(omega_split, omega_max, 8)
omega = np.concatenate([w_low, w_high])
weight = np.concatenate([weight_low, weight_high])
rate = scattering_rate(omega)
tau = 1.0 / rate
energy_prefactor = weight * state_density(omega) * 1e21 * hbar * omega * 1e12
x_times_T = hbar * omega * 1e12 / k_B


def u_eq(T):
    return energy_prefactor / np.expm1(x_times_T / T)


def matching_temperature(u, factor):
    """Temperature whose equilibrium has the same sum(factor*u)."""
    target = np.dot(factor, u)
    return brentq(lambda T: np.dot(factor, u_eq(T)) - target,
                  100.0, 1000.0, xtol=1e-11, rtol=1e-14)


ones = np.ones_like(omega)
C = weight * mode_capacity(omega, T_cold)
C_total = C.sum()
share = C / C_total
mean_tau = np.dot(share, tau)
mean_tau2 = np.dot(share, tau**2)
mean_rate = np.dot(share, rate)

# The frequency grid against adaptive quadrature.
for power, grid_value in ((0, C_total), (1, C_total * mean_tau),
                          (2, C_total * mean_tau2)):
    reference = quad(lambda w: mode_capacity(w, T_cold)
                     / scattering_rate(w)**power, 0.0, omega_max,
                     epsabs=1e-12, epsrel=1e-10)[0]
    assert abs(grid_value / reference - 1.0) < 1e-6

# Covariance formula against nonlinear roots; the error must be second order.
linear_errors = []
for step in (10.0, 5.0):
    u = np.where(omega > omega_split, u_eq(T_cold + step), u_eq(T_cold))
    theta = (u - u_eq(T_cold)) / C
    covariance = (np.dot(share, rate * theta)
                  - mean_rate * np.dot(share, theta))
    root_gap = matching_temperature(u, rate) - matching_temperature(u, ones)
    linear_errors.append(abs(root_gap - covariance / mean_rate))
    assert linear_errors[-1] < 0.02 * abs(root_gap)
error_ratio = linear_errors[0] / linear_errors[1]
assert abs(error_ratio - 4.0) < 0.4

# Uniform closed system with hot high-frequency modes.
u_start = np.where(omega > omega_split, u_eq(T_hot), u_eq(T_cold))
T_energy = matching_temperature(u_start, ones)
T_pseudo = matching_temperature(u_start, rate)
theta = (u_start - u_eq(T_cold)) / C
linear_gap = (np.dot(share, rate * theta)
              - mean_rate * np.dot(share, theta)) / mean_rate
times = np.array([0.0, 0.01, 0.02, 2.0, 10.0, 50.0, 3000.0])


def evolve(closure_factor):
    def derivative(t, u):
        target = matching_temperature(u, closure_factor)
        return (u_eq(target) - u) * rate
    solution = solve_ivp(derivative, (0.0, times[-1]), u_start,
                         method="LSODA", t_eval=times, rtol=1e-9, atol=1e-10)
    assert solution.success
    return solution.y.T


path_good = evolve(rate)
path_bad = evolve(ones)
good_energy = np.array([matching_temperature(u, ones) for u in path_good])
good_pseudo = np.array([matching_temperature(u, rate) for u in path_good])
bad_energy = np.array([matching_temperature(u, ones) for u in path_bad])
assert np.max(np.abs(good_energy - T_energy)) < 1e-4
assert abs(good_pseudo[-1] - T_energy) < 1e-3
T_bad_predicted = matching_temperature(u_start, tau)
assert abs(bad_energy[-1] - T_bad_predicted) < 1e-3
assert abs(bad_energy[-1] - T_energy) > 1.0

bad_total = path_bad.sum(axis=1)
slope = (-3 * bad_total[0] + 4 * bad_total[1] - bad_total[2]) / (2 * times[1])
leak = np.dot(rate, u_eq(T_energy) - u_eq(T_pseudo))
leak_linear = np.dot(C, rate) * (T_energy - T_pseudo)
assert abs(slope / leak - 1.0) < 1e-3
excess_start = u_start.sum() - u_eq(T_cold).sum()
energy_lost = bad_total[0] - bad_total[-1]

# Steady sinusoidal heating, linear about T_cold.
heating = 0.01


def grating_formulas(period):
    q = 2.0 * np.pi / period
    K = q * speed * tau
    S = np.arctan(K) / K
    pseudo = heating * np.dot(share, S) / np.dot(C * rate, 1.0 - S)
    energy = (pseudo * np.dot(C, S)
              + heating * np.dot(share, tau * S)) / C_total
    faulty = heating * np.dot(share, tau * S) / np.dot(C, 1.0 - S)
    return q, pseudo, energy, faulty


def grating_directions(period, impose_balance):
    """Solve for all direction-resolved modes and the unknown target."""
    q = 2.0 * np.pi / period
    mu, mu_weight = np.polynomial.legendre.leggauss(32)
    n_mode, n_mu = len(omega), len(mu)
    size = n_mode * n_mu
    average = np.tile(0.5 * mu_weight, n_mode)
    stream = 1j * q * speed * np.tile(mu, n_mode)
    matrix = np.zeros((size + 1, size + 1), dtype=complex)
    matrix[np.arange(size), np.arange(size)] = stream + np.repeat(rate, n_mu)
    matrix[:size, size] = -np.repeat(C * rate, n_mu)
    right = np.zeros(size + 1, dtype=complex)
    right[:size] = np.repeat(share * heating, n_mu)
    if impose_balance:
        matrix[size, :size] = stream * average
        right[size] = heating
    else:
        matrix[size, :size] = average
        matrix[size, size] = -C_total
    answer = np.linalg.solve(matrix, right)
    g = answer[:size]
    g_mode = (g * average).reshape(n_mode, n_mu).sum(axis=1).real
    divergence = np.dot(stream * average, g).real
    return answer[size].real, g_mode, divergence / heating


carried = {}
for period in (1.0e3, 1.0e5):
    q, pseudo, energy, faulty = grating_formulas(period)
    target, g_mode, _ = grating_directions(period, True)
    assert abs(target / pseudo - 1.0) < 1e-6
    weighted = np.dot(g_mode, rate) / np.dot(C, rate)
    assert abs(weighted / target - 1.0) < 1e-7
    assert abs(g_mode.sum() / C_total / energy - 1.0) < 1e-6
    target_bad, _, carried[period] = grating_directions(period, False)
    assert abs(target_bad / faulty - 1.0) < 1e-6
    assert abs(carried[period] - 1.0) > 0.01

kappa = C_total * speed**2 * mean_tau / 3.0
kappa_faulty = kappa * mean_tau2 / mean_tau**2
q, pseudo, energy, faulty = grating_formulas(1.0e6)
assert abs(heating / (q**2 * pseudo) / kappa - 1.0) < 1e-3
assert abs(heating / (q**2 * faulty) / kappa_faulty - 1.0) < 1e-3
gap_limit = -heating / C_total * (mean_tau2 - mean_tau**2) / mean_tau
assert abs((energy - pseudo) / gap_limit - 1.0) < 1e-3
carried_limit = mean_tau**2 / mean_tau2
assert abs(carried[1.0e5] / carried_limit - 1.0) < 0.02

print(f"speed = {speed:.1f} nm/ps; cutoff = {omega_max:.1f} rad/ps")
print(f"hot modes start above {omega_split:.1f} rad/ps")
print(f"rate floor = {rate_floor:.3f} 1/ps; slope = {rate_slope:.1e} ps")
print(f"initial cold, hot temperatures = {T_cold:.1f}, {T_hot:.1f} K")
print(f"lifetime at cutoff = {1/scattering_rate(omega_max):.3f} ps")
print(f"lifetime at split = {1/scattering_rate(omega_split):.3f} ps")
print(f"longest lifetime limit = {1/rate_floor:.1f} ps")
print(f"heat capacity at 300 K = {C_total:.5f} MJ/(m^3 K)")
print(f"C-weighted mean rate = {mean_rate:.5f} 1/ps")
print(f"C-weighted mean lifetime = {mean_tau:.4f} ps")
print(f"C-weighted mean squared lifetime = {mean_tau2:.3f} ps^2")
hot = omega > omega_split
print(f"hot-mode share of C = {share[hot].sum():.4f}")
print(f"hot-mode share of C/tau = {np.dot(share,rate*hot)/mean_rate:.4f}")
print(f"hot-mode share of C*tau = {np.dot(share,tau*hot)/mean_tau:.4f}")
print(f"initial energy temperature = {T_energy:.3f} K")
print(f"initial pseudo-temperature = {T_pseudo:.3f} K")
print(f"pseudo minus energy, nonlinear = {T_pseudo-T_energy:.3f} K")
print(f"pseudo minus energy, linear = {linear_gap:.3f} K")
print(f"linear-error ratio, 10 K to 5 K step = {error_ratio:.3f}")
print(f"initial faulty energy rate = {leak:.4f} MJ/(m^3 ps)")
print(f"same rate from time evolution = {slope:.4f} MJ/(m^3 ps)")
print(f"linear estimate of that rate = {leak_linear:.4f} MJ/(m^3 ps)")
for j in (0, 3, 4, 5, 6):
    print(f"t={times[j]:.0f} ps: correct T={good_energy[j]:.3f} K, "
          f"pseudo={good_pseudo[j]:.3f} K, faulty T={bad_energy[j]:.3f} K")
print(f"predicted faulty final temperature = {T_bad_predicted:.3f} K")
print(f"initial energy above 300 K = {excess_start:.3f} MJ/m^3")
print(f"energy lost by faulty closure = {energy_lost:.3f} MJ/m^3")
print(f"lost fraction of initial excess = {energy_lost/excess_start:.4f}")
print(f"grating heating amplitude = {heating:.3f} MJ/(m^3 ps)")
print(f"same heating amplitude = {heating*1e18:.1e} W/m^3")
q, pseudo, energy, faulty = grating_formulas(1.0e3)
print(f"1 um grating: pseudo amplitude = {pseudo:.4f} K")
print(f"1 um grating: energy-temperature amplitude = {energy:.4f} K")
print(f"1 um grating: faulty amplitude = {faulty:.4f} K")
print(f"bulk conductivity = {kappa:.3f} W/(m K)")
print(f"faulty long-period conductivity = {kappa_faulty:.3f} W/(m K)")
print(f"faulty/correct conductivity = {kappa_faulty/kappa:.4f}")
print("apparent conductivity in W/(m K), from Q/(q^2 amplitude):")
for period in (1.0e3, 1.0e4, 1.0e5):
    q, pseudo, energy, faulty = grating_formulas(period)
    values = heating / (q**2 * np.array([pseudo, energy, faulty]))
    print(f"period {period/1e3:.0f} um: pseudo {values[0]:.3f}, "
          f"energy {values[1]:.3f}, faulty {values[2]:.3f}")
print(f"faulty flux/heating, 1 um = {carried[1.0e3]:.4f}")
print(f"faulty flux/heating, 100 um = {carried[1.0e5]:.4f}")
print(f"faulty flux/heating, long-period limit = {carried_limit:.4f}")
print(f"long-period energy minus pseudo amplitude = {gap_limit:.4f} K")
print("every check passed")
```

Output:

```
speed = 6.0 nm/ps; cutoff = 60.0 rad/ps
hot modes start above 45.0 rad/ps
rate floor = 0.010 1/ps; slope = 1.0e-04 ps
initial cold, hot temperatures = 300.0, 400.0 K
lifetime at cutoff = 2.703 ps
lifetime at split = 4.706 ps
longest lifetime limit = 100.0 ps
heat capacity at 300 K = 0.62417 MJ/(m^3 K)
C-weighted mean rate = 0.22126 1/ps
C-weighted mean lifetime = 6.6218 ps
C-weighted mean squared lifetime = 93.590 ps^2
hot-mode share of C = 0.5569
hot-mode share of C/tau = 0.7397
hot-mode share of C*tau = 0.2933
initial energy temperature = 356.798 K
initial pseudo-temperature = 374.846 K
pseudo minus energy, nonlinear = 18.048 K
pseudo minus energy, linear = 19.047 K
linear-error ratio, 10 K to 5 K step = 3.951
initial faulty energy rate = -2.6035 MJ/(m^3 ps)
same rate from time evolution = -2.6034 MJ/(m^3 ps)
linear estimate of that rate = -2.4925 MJ/(m^3 ps)
t=0 ps: correct T=356.798 K, pseudo=374.846 K, faulty T=356.798 K
t=2 ps: correct T=356.798 K, pseudo=370.146 K, faulty T=350.096 K
t=10 ps: correct T=356.798 K, pseudo=361.664 K, faulty T=338.169 K
t=50 ps: correct T=356.798 K, pseudo=357.244 K, faulty T=331.370 K
t=3000 ps: correct T=356.798 K, pseudo=356.798 K, faulty T=330.221 K
predicted faulty final temperature = 330.221 K
initial energy above 300 K = 36.089 MJ/m^3
energy lost by faulty closure = 17.032 MJ/m^3
lost fraction of initial excess = 0.4719
grating heating amplitude = 0.010 MJ/(m^3 ps)
same heating amplitude = 1.0e+16 W/m^3
1 um grating: pseudo amplitude = 5.8114 K
1 um grating: energy-temperature amplitude = 5.7452 K
1 um grating: faulty amplitude = 3.4459 K
bulk conductivity = 49.598 W/(m K)
faulty long-period conductivity = 105.862 W/(m K)
faulty/correct conductivity = 2.1344
apparent conductivity in W/(m K), from Q/(q^2 amplitude):
period 1 um: pseudo 43.587, energy 44.089, faulty 73.509
period 10 um: pseudo 49.434, energy 49.446, faulty 104.676
period 100 um: pseudo 49.596, energy 49.597, faulty 105.849
faulty flux/heating, 1 um = 0.6043
faulty flux/heating, 100 um = 0.4686
faulty flux/heating, long-period limit = 0.4685
long-period energy minus pseudo amplitude = -0.1203 K
every check passed
```
